# Out-of-plane strain of a coherent cubic layer on (001) and (111), part 1

(Sections cited here and not found follow in the second part.)

**Theorem.** Let a cubic crystal layer with relaxed lattice constant $a_L$ be coherently attached to a cubic substrate with lattice constant $a_S$, the same lattice type and the same orientation, and let $e=(a_S-a_L)/a_L$. Under assumptions A1–A5, and to first order in $e$, a layer grown on (001) or (111) has no shear between the surface normal and the plane, and its strain along the normal is $\varepsilon_\perp=-D\,e$ with

$$D_{001}=\frac{2C_{12}}{C_{11}},\qquad D_{111}=\frac{2\,(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}} .\tag{1}$$

The constants $C_{11},C_{12},C_{44}$ belong to the layer; those of the substrate do not appear.

## Assumptions and conventions

A1 (small strain). Strain is measured from the stress-free layer crystal, and its energy is kept to second order in the strain.

A2 (coherence). Every in-plane lattice vector of the layer coincides with the corresponding vector of the substrate, there are no dislocations, and the substrate is thick enough that its own strain and bending are negligible.

A3 (geometry). The layer is flat and laterally unbounded, thick compared with the few atomic planes disturbed by the surface and the interface, and no force acts on its top surface.

A4 (stability). $C_{11}-C_{12}>0$, $C_{11}+2C_{12}>0$, $C_{44}>0$.

A5 (meaning of the constants). The constants are relaxed-ion constants, and there is no macroscopic electric field. Lemma 5 and Remark 5 show what changes otherwise.

Indices $i,j,k,l$ refer to the cube axes $x,y,z$ of the layer, and repeated indices are summed unless stated otherwise. The unit surface normal is $\mathbf n$. A material point at $\mathbf x$ is displaced by $\mathbf U(\mathbf x)$; the displacement gradient is $G_{ij}=\partial U_i/\partial x_j$ and the strain is its symmetric part, $\varepsilon_{ij}=\tfrac12(G_{ij}+G_{ji})$. To first order the antisymmetric part is a rigid rotation, which costs no energy. Positive strain is extension. The energy density $u$ is the ground-state (Born–Oppenheimer) energy per volume of the strained crystal, counted from the relaxed crystal. Its linear term vanishes because the reference is stress-free, so

$$u=\tfrac12 C_{ijkl}\,\varepsilon_{ij}\varepsilon_{kl},\qquad \sigma_{ij}=\frac{\partial u}{\partial\varepsilon_{ij}}=C_{ijkl}\,\varepsilon_{kl}.\tag{2}$$

Since $\varepsilon$ is symmetric, $C_{ijkl}=C_{jikl}=C_{ijlk}$ (minor symmetries). Since $C$ is a second derivative, $C_{ijkl}=C_{klij}$ (major symmetry). The three named constants are $C_{11}=C_{xxxx}$, $C_{12}=C_{xxyy}$ and $C_{44}=C_{xyxy}$. Stresses are in GPa and lengths in Å.

## The lemmas

**Lemma 1 (cubic stiffness).** For a cubic crystal, with $H=C_{11}-C_{12}-2C_{44}$,

$$C_{ijkl}=C_{12}\,\delta_{ij}\delta_{kl}+C_{44}\,(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+H\,\delta_{ijkl},\tag{3}$$

where $\delta_{ijkl}=1$ if all four indices are equal and $0$ otherwise.

*Proof.* The point group of every cubic crystal contains the twofold rotations about $x$, $y$, $z$ and the threefold rotation about $[111]$. A symmetry rotation leaves the energy of a strain pattern unchanged, so it leaves $C$ unchanged. Let a component carry the index $x$ exactly $m_x$ times, and likewise $m_y,m_z$, with $m_x+m_y+m_z=4$. The twofold rotation about $z$ reverses $x$ and $y$ and multiplies the component by $(-1)^{m_x+m_y}$, so a nonzero component needs $m_x+m_y$ even. The rotation about $x$ requires $m_y+m_z$ even. The three counts therefore share one parity, and as three odd numbers cannot sum to 4, all are even. The survivors are of the types $xxxx$, $xxyy$, $xyxy$ and $xyyx$. The threefold rotation permutes $x\to y\to z\to x$, which gives $C_{xxxx}=C_{yyyy}=C_{zzzz}$, $C_{xxyy}=C_{yyzz}=C_{zzxx}$ and $C_{xyxy}=C_{yzyz}=C_{zxzx}$. The major symmetry gives $C_{yyxx}=C_{xxyy}$, and the minor symmetries give $C_{xyyx}=C_{yxxy}=C_{yxyx}=C_{xyxy}$. Three constants remain. Formula (3) reproduces them: it gives $C_{12}$ for $xxyy$, $C_{44}$ for $xyxy$, $C_{12}+2C_{44}+H=C_{11}$ for $xxxx$, and zero when any count is odd. $\square$

Contracting (3) with the strain gives the stress, with no sum over $i$ in the last term,

$$\sigma_{ij}=C_{12}\,(\operatorname{tr}\varepsilon)\,\delta_{ij}+2C_{44}\,\varepsilon_{ij}+H\,\varepsilon_{ii}\,\delta_{ij},\tag{4}$$

and two special cases are needed later. For $\varepsilon_{kl}=\delta_{kl}$, (4) gives $3C_{12}+2C_{44}+H=C_{11}+2C_{12}$ on the diagonal. Taking the trace of (4) for general strain gives the same combination:

$$C_{ijkk}=(C_{11}+2C_{12})\,\delta_{ij},\qquad \operatorname{tr}\sigma=(C_{11}+2C_{12})\operatorname{tr}\varepsilon .\tag{5}$$

**Lemma 2 (positivity).** A4 holds if and only if $u>0$ for every nonzero strain.

*Proof.* From (4), $u=\tfrac12\sigma_{ij}\varepsilon_{ij}$. The diagonal components contribute $\tfrac12C_{12}(\operatorname{tr}\varepsilon)^2+\tfrac12(2C_{44}+H)\sum_i\varepsilon_{ii}^2$, with $2C_{44}+H=C_{11}-C_{12}$. Each off-diagonal pair appears twice and contributes $2C_{44}\varepsilon_{xy}^2$. Write $\varepsilon_{ii}=\tfrac13\operatorname{tr}\varepsilon+\tau_i$ with $\sum_i\tau_i=0$, so that $\sum_i\varepsilon_{ii}^2=\tfrac13(\operatorname{tr}\varepsilon)^2+\sum_i\tau_i^2$. The coefficient of $(\operatorname{tr}\varepsilon)^2$ becomes $\tfrac12C_{12}+\tfrac16(C_{11}-C_{12})=\tfrac16(C_{11}+2C_{12})$, and

$$u=\frac{C_{11}+2C_{12}}{6}(\operatorname{tr}\varepsilon)^2+\frac{C_{11}-C_{12}}{2}\sum_i\tau_i^2+2C_{44}\,(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2).\tag{6}$$

The volume change, the traceless diagonal part and the off-diagonal part can be chosen independently, so $u$ is positive definite exactly when the three coefficients are positive. $\square$

**Lemma 3 (what coherence fixes).** Under A2 and A3 the strain of the layer is

$$\varepsilon_{ij}=e\,\delta_{ij}+\tfrac12(w_in_j+w_jn_i),\qquad \varepsilon_\perp\equiv n_i\varepsilon_{ij}n_j=e+\mathbf w\cdot\mathbf n,\tag{7}$$

where the vector $\mathbf w$ is not constrained by the substrate and can depend only on the height above the interface.

*Proof.* An in-plane lattice vector is $a_L\boldsymbol\ell$ in the relaxed layer and $a_S\boldsymbol\ell$ in the substrate, with the same dimensionless $\boldsymbol\ell$ because the lattices have the same type and orientation. Coherence stretches it by $a_S/a_L=1+e$ without turning it. Two such vectors span the plane, so $G\mathbf t=e\,\mathbf t$ for every $\mathbf t\perp\mathbf n$, in every lattice plane of the layer since no dislocation intervenes. The matrix $G-e\mathbb 1$ annihilates the plane. Any vector is $\mathbf x=\mathbf t+(\mathbf n\cdot\mathbf x)\mathbf n$, so $(G-e\mathbb 1)\mathbf x=\mathbf w\,(\mathbf n\cdot\mathbf x)$ with $\mathbf w=(G-e\mathbb 1)\mathbf n$, that is $G_{ij}=e\delta_{ij}+w_in_j$. Symmetrizing gives (7). All points of one plane are equivalent by A3, so $\mathbf w$ depends on height alone. $\square$

A material line along $\mathbf n$ is carried into $(1+e)\mathbf n+\mathbf w$. The normal component of $\mathbf w$, together with $e$, changes the spacing of the lattice planes by the factor $1+\varepsilon_\perp=1+e+\mathbf w\cdot\mathbf n$. The tangential component $\mathbf w_t$ slides successive planes sideways and tilts the line by the angle $|\mathbf w_t|$, to first order. The hydrostatic term $e\delta_{ij}$ in (7) is bookkeeping: the layer is first imagined shrunk or swollen uniformly to the substrate lattice constant and is then allowed to relax by $\mathbf w$.

**Lemma 4 (equilibrium).** The layer is uniformly strained, its traction $\sigma_{ij}n_j$ vanishes, and $\mathbf w$ is the unique solution of

$$K\mathbf w=-e\,(C_{11}+2C_{12})\,\mathbf n,\qquad K_{ik}=C_{ijkl}n_jn_l=(C_{12}+C_{44})\,n_in_k+(C_{44}+Hn_i^2)\,\delta_{ik},\tag{8}$$

with no sum over $i$ in the last term.

*Proof.* With a free top surface the energy per area is $\int u(\mathbf w(z))\,dz$, and $\mathbf w$ can be varied independently at each height $z$, so it must minimize $u$ at each height. Insert (7) in (2). By the minor symmetries the symmetrized product may be replaced by $w_in_j$ inside any contraction with $C$. The three terms of the square are $\tfrac12e^2C_{iikk}$, the cross term $e\,C_{ijkk}w_in_j$ (two equal terms by the major symmetry, times $\tfrac12$), and $\tfrac12C_{ijkl}w_in_jw_kn_l$. With (5),

$$u=\tfrac32(C_{11}+2C_{12})\,e^2+e\,(C_{11}+2C_{12})\,\mathbf w\cdot\mathbf n+\tfrac12\,\mathbf w\cdot K\mathbf w .\tag{9}$$

$K$ is symmetric by the major symmetry, so $\partial u/\partial w_i=e(C_{11}+2C_{12})n_i+K_{ik}w_k$, and setting this to zero gives the first part of (8). The same derivative by the chain rule is $\sigma_{kl}\,\partial\varepsilon_{kl}/\partial w_i=\tfrac12(\sigma_{il}n_l+\sigma_{ki}n_k)=\sigma_{ij}n_j$, so minimum energy and zero traction are one condition. To evaluate $K$, contract (3) with $n_jn_l$: $\delta_{ij}\delta_{kl}$ gives $n_in_k$, $\delta_{ik}\delta_{jl}$ gives $\delta_{ik}$ because $|\mathbf n|=1$, $\delta_{il}\delta_{jk}$ gives $n_kn_i$, and $\delta_{ijkl}$ gives $n_i^2\delta_{ik}$. Finally, $\tfrac12\mathbf w\cdot K\mathbf w$ is the energy of the strain $S_{ij}=\tfrac12(w_in_j+w_jn_i)$, and $S_{ij}S_{ij}=\tfrac12[|\mathbf w|^2+(\mathbf w\cdot\mathbf n)^2]$ is nonzero for $\mathbf w\ne0$. By Lemma 2, $K$ is positive definite. It is therefore invertible, the stationary point is the unique minimum, and it is the same at every height. $\square$

**Lemma 5 (internal relaxation).** If the cell has internal coordinates that relax in the layer, the constants in (8) are those obtained after minimizing over these coordinates at each strain. In the diamond and zinc-blende structures this leaves $C_{11}$ and $C_{12}$ unchanged and lowers $C_{44}$, unless the coupling $\lambda$ defined in the proof vanishes.

*Proof.* Let $\mathbf v$ be the internal coordinates, measured from the positions given by the uniform deformation. The layer minimizes $u(\varepsilon,\mathbf v)$ over $\mathbf w$ and $\mathbf v$ together, and a joint minimum can be taken over $\mathbf v$ first. This yields an energy depending on $\varepsilon$ alone, whose second derivatives are by definition the relaxed-ion constants. In diamond and zinc blende $\mathbf v$ is the relative shift of the two sublattices, and the rotations of Lemma 1 about an atom map each sublattice onto itself. The coupling $\Lambda_{ijk}\varepsilon_{ij}v_k$ has three indices; the parity argument again makes $m_x,m_y,m_z$ share one parity, and with sum 3 all are odd, so only $xyz$ and its permutations survive. The threefold rotation and the symmetry in $ij$ make them equal to one number $\lambda$. The same arguments make the term quadratic in $\mathbf v$ equal to $\tfrac12A|\mathbf v|^2$, with $A>0$ by stability. Hence

$$u=u^{(0)}(\varepsilon)+2\lambda\,(\varepsilon_{xy}v_z+\varepsilon_{yz}v_x+\varepsilon_{zx}v_y)+\tfrac12A|\mathbf v|^2 ,$$

where $u^{(0)}$ has the form (6) with clamped-ion constants. The minimum lies at $v_z=-2\lambda\varepsilon_{xy}/A$ and adds $-2\lambda^2\varepsilon_{xy}^2/A$, and likewise for the other two components. Comparison with $2C_{44}\varepsilon_{xy}^2$ in (6) gives $C_{44}=C_{44}^{(0)}-\lambda^2/A$; the diagonal terms are untouched. $\square$

**Lemma 6 (absence of tilt).** For $e\neq0$, $\mathbf w$ is parallel to $\mathbf n$ if and only if $H=0$ or all nonzero components of $\mathbf n$ have equal magnitude, that is $\mathbf n$ lies along $\langle100\rangle$, $\langle110\rangle$ or $\langle111\rangle$. In that case

$$D=\frac{C_{11}+2C_{12}}{M}-1,\qquad M=\mathbf n\cdot K\mathbf n=C_{12}+2C_{44}+H\,(n_x^4+n_y^4+n_z^4).\tag{10}$$

*Proof.* By (8), $\mathbf w=w\,\mathbf n$ requires $w\,K\mathbf n=-e(C_{11}+2C_{12})\mathbf n$ with a nonzero right side, so $\mathbf n$ must be an eigenvector of $K$. Conversely, if it is one, this $\mathbf w$ solves (8) and is the only solution. From (8), $(K\mathbf n)_i=(C_{12}+C_{44})n_i+C_{44}n_i+Hn_i^3=(C_{12}+2C_{44})n_i+Hn_i^3$. This is proportional to $n_i$ if $H=0$, or if $n_i^3=\rho\,n_i$ with one number $\rho$ for all $i$, which means $n_i^2=\rho$ whenever $n_i\neq0$. One, two or three nonzero components give the three families. The eigenvalue is $M=\mathbf n\cdot K\mathbf n$, so $w=-e(C_{11}+2C_{12})/M$, and (7) gives $\varepsilon_\perp=e+w=-e\,[(C_{11}+2C_{12})/M-1]$. $\square$

$M$ is the longitudinal modulus: the ratio of normal stress to normal strain when the crystal is stretched along $\mathbf n$ with no lateral strain. Equation (10) states that the normal stress $e(C_{11}+2C_{12})$ of the hydrostatic state is cancelled by a uniaxial strain $w$ acting against the stiffness $M$.

## Proof of the theorem

Both normals satisfy Lemma 6, so $\mathbf w_t=0$ and there is no shear between the normal and the plane.

For (001), $\mathbf n=(0,0,1)$ and $\sum n_i^4=1$, so $M_{001}=C_{12}+2C_{44}+H=C_{11}$. Then

$$D_{001}=\frac{C_{11}+2C_{12}}{C_{11}}-1=\frac{2C_{12}}{C_{11}} .$$

For (111), $\mathbf n=(1,1,1)/\sqrt3$ and $\sum n_i^4=3\cdot\tfrac19=\tfrac13$, so

$$M_{111}=C_{12}+2C_{44}+\tfrac13(C_{11}-C_{12}-2C_{44})=\tfrac13\,(C_{11}+2C_{12}+4C_{44}),$$

$$D_{111}=\frac{3(C_{11}+2C_{12})-(C_{11}+2C_{12}+4C_{44})}{C_{11}+2C_{12}+4C_{44}}=\frac{2C_{11}+4C_{12}-4C_{44}}{C_{11}+2C_{12}+4C_{44}},$$

which is (1). Both denominators are positive because $K$ is positive definite. $\square$

**Corollary (stress and energy).** On (001) and (111) the stress is $\sigma=Ye\,(\mathbb 1-\mathbf n\mathbf n^{T})$ and the energy density is $u=Ye^2$, with

$$Y_{001}=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}},\qquad Y_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .\tag{11}$$

*Proof.* For $\varepsilon=e\mathbb 1+w\,\mathbf n\mathbf n^T$, (4) gives a multiple of $\mathbb 1$, a term $2C_{44}w\,\mathbf n\mathbf n^T$, and a term $Hw\operatorname{diag}(n_x^2,n_y^2,n_z^2)$. This diagonal matrix equals $\mathbf n\mathbf n^T$ on (001) and $\tfrac13\mathbb 1$ on (111). So $\sigma=P\,\mathbb 1+Q\,\mathbf n\mathbf n^T$ for two numbers $P,Q$, and $\sigma\mathbf n=0$ forces $Q=-P$. Then $\operatorname{tr}\sigma=2P$, while $\operatorname{tr}\varepsilon=2e+\varepsilon_\perp=(2-D)e$, and (5) gives $Y=P/e=(C_{11}+2C_{12})(1-D/2)$. On (001), $1-D/2=(C_{11}-C_{12})/C_{11}$. On (111), $1-D/2=[(C_{11}+2C_{12}+4C_{44})-(C_{11}+2C_{12}-2C_{44})]/(C_{11}+2C_{12}+4C_{44})$, whose numerator is $6C_{44}$. The energy is $\tfrac12\sigma_{ij}\varepsilon_{ij}=\tfrac12P\,(\operatorname{tr}\varepsilon-\varepsilon_\perp)=Pe$. $\square$

The theorem is now proved: formula (1) gives the normal strain on (001) and (111), and (11) gives the corresponding stress and energy. What remains is to discuss the range and limits of these results and to test them on a worked example with direct relaxation of the atoms.
